# Why scalar relativity weakens the binding of CF4 and SiF4

**Q:** I compute the atomization energy of SiF4 twice, without and with scalar relativity. The second value is lower. Silicon and fluorine are light, and relativity lowers their energies. Why should it weaken the binding?

**A:** Because an atomization energy is a difference. Let $D$ be the energy of the separated ground-state atoms minus that of the molecule at fixed nuclei, and let $\delta X$ mean the scalar-relativistic value of $X$ minus the nonrelativistic one. Then

$$D=\sum_A E_A-E_{\rm mol},\qquad \delta D=\sum_A\delta E_A-\delta E_{\rm mol}.$$

All the shifts on the right are negative. If the molecule is lowered less than its atoms, $\delta D<0$. We must therefore find what the atoms have, and the molecule partly lacks, that relativity favours.

**Q:** The orbitals also contract. Must I follow all their changes?

**A:** Not to leading order. Write the Hamiltonian as $H+\lambda W$, where $W$ is the scalar-relativistic one-electron correction and $\lambda$ runs from 0 to 1. The Hartree-Fock energy depends on $\lambda$ directly and through the orbital parameters $t$:

$$\frac{dE}{d\lambda}=\frac{\partial E}{\partial\lambda}+\frac{\partial E}{\partial t}\frac{dt}{d\lambda}=\mathrm{Tr}(PW),$$

since $\partial E/\partial t=0$ for optimized orbitals. Here $P$ is the density matrix. Evaluated with the nonrelativistic $P$, this gives $\delta E\approx\mathrm{Tr}(PW)$, with an error of second order in $W$. The question becomes which electrons feel $W$ most.

**Q:** What is $W$?

**A:** Use atomic units, with $c\approx137$, and measure the energy from the rest energy. For large and small components $\phi$ and $\chi$, the Dirac equation reads

$$V\phi+c\,\sigma\!\cdot\!p\,\chi=E\phi,\qquad c\,\sigma\!\cdot\!p\,\phi+(V-2c^2)\chi=E\chi.$$

The second equation gives, to the order needed,

$$\chi\approx\frac1{2c}\left[1-\frac{E-V}{2c^2}\right]\sigma\!\cdot\!p\,\phi.$$

Insert this in the first, using $(\sigma\!\cdot\!p)^2=p^2$:

$$\left[\frac{p^2}2+V-\frac{\sigma\!\cdot\!p\,(E-V)\,\sigma\!\cdot\!p}{4c^2}\right]\phi=E\phi.$$

The total norm is $\langle\phi|1+p^2/4c^2|\phi\rangle$, so the normalized function is $\psi=(1+p^2/8c^2)\phi$. Substitute $\phi=(1-p^2/8c^2)\psi$ and multiply from the left by $1-p^2/8c^2$. The terms $-Ep^2/4c^2$ on the two sides cancel, leaving the correction

$$-\frac{p^4}{8c^2}-\frac{p^2V+Vp^2-2\,\sigma\!\cdot\!p\,V\,\sigma\!\cdot\!p}{8c^2}.$$

Scalar relativity drops the spin-dependent part of $\sigma\!\cdot\!p\,V\,\sigma\!\cdot\!p$ and keeps $p\cdot Vp$. Since $p^2V+Vp^2-2p\cdot Vp=-\nabla^2V$,

$$W=-\frac{p^4}{8c^2}+\frac{\nabla^2V}{8c^2}.$$

The first term is the mass-velocity term, the second the Darwin term. The numerical work uses the spin-free X2C form of $W$, which agrees with this at order $c^{-2}$ and also contains higher orders.

**Q:** The Darwin term is positive at a nucleus, where only s electrons have density. Does it not make s electrons the losers?

**A:** It reduces their advantage without removing it. Take one electron with $V=-Z/r$. From $p^2\psi=2(E-V)\psi$,

$$\left\langle-\frac{p^4}{8c^2}\right\rangle=-\frac{1}{2c^2}\left\langle\left(E+\frac Zr\right)^2\right\rangle.$$

We need two averages. The energy is $E=-Z^2/2n^2$. Differentiating with respect to $Z$ gives $-\langle1/r\rangle=-Z/n^2$. The radial Hamiltonian contains $l(l+1)/2r^2$, and $n=n_r+l+1$; differentiating with respect to $l$ at fixed radial node number $n_r$ gives $(l+\tfrac12)\langle1/r^2\rangle=Z^2/n^3$. Hence

$$\left\langle\left(E+\frac Zr\right)^2\right\rangle=\frac{Z^4}{4n^4}-\frac{Z^4}{n^4}+\frac{Z^4}{n^3(l+\frac12)}=\frac{Z^4}{n^4}\left[\frac{n}{l+\frac12}-\frac34\right].$$

The mass-velocity shift is thus $-Z^4(8n-3)/(8n^4c^2)$ for s and $-Z^4(8n/3-3)/(8n^4c^2)$ for p.

For the Darwin term, $\nabla^2V=4\pi Z\delta(\mathbf r)$, so its mean is $\pi Z|\psi(0)|^2/2c^2$. To find the density, multiply the s-wave equation $u''=2(V-E)u$ by $u'$ and integrate. Integration by parts on the right gives $-\tfrac12u'(0)^2=-\langle V'\rangle$. As $u'(0)^2=4\pi|\psi(0)|^2$ and $V'=Z/r^2$,

$$|\psi(0)|^2=\frac Z{2\pi}\left\langle\frac1{r^2}\right\rangle=\frac{Z^3}{\pi n^3}.$$

The Darwin shift is $+Z^4(4n)/(8n^4c^2)$ for s and zero for p. The sums are

$$\delta_{ns}=-\frac{Z^4(4n-3)}{8n^4c^2},\qquad \delta_{np}=-\frac{Z^4(8n/3-3)}{8n^4c^2}.$$

For $n=2$ these are $-0.0391$ and $-0.0182$ in units of $Z^4/c^2$, which radial quadrature confirms. For a bare silicon nucleus the formula gives a 2s shift of $-0.0799$ hartree, against $-0.0803$ from X2C.

**Q:** So s wins by about a factor of two. Is that the factor in a real atom?

**A:** No. In the hydrogenic case the ratio even falls towards $3/2$ at large $n$. In a many-electron atom the other electrons screen the nucleus, and the centrifugal barrier keeps a valence p electron from penetrating that screen as well as an s electron does. In aluminium the mean of $W$ is $-0.847$ kcal/mol in the spin-up 3s orbital and $-0.178$ kcal/mol in the spin-up 3p orbital, a ratio of nearly five.

**Q:** Can I see this in an energy difference, rather than in orbital averages?

**A:** Move one aluminium electron from 3s to 3p, from $3s^23p$ to the quartet $3s3p^2$. In Hartree-Fock theory this costs 55.451 kcal/mol without relativity and 56.122 kcal/mol with it. The relativistic surcharge is

$$\kappa_{\rm Al}=56.122-55.451=0.671\ \text{kcal/mol}.$$

The orbital averages give $-0.178-(-0.847)=0.669$ kcal/mol. So close a match is partly accidental. The electron actually removed is the spin-down 3s one, whose average was not computed, and $\kappa$ also contains the response of every other orbital and terms of higher order in $W$; these contributions were not separated. The whole atom is lowered by about 0.437 hartree, but almost all of that is common to both configurations and drops out.

**Q:** A molecule is not an excited atom. What does bonding have to do with promotion?

**A:** Free carbon and silicon have a filled valence s shell. In the tetrafluorides the central s orbital enters a bonding orbital shared with the fluorines, so part of its population moves onto fluorine; by tetrahedral symmetry that orbital has no central p component. In the populations below, the central p population changes by the s loss minus the charge, which is about zero for carbon and about $-0.8$ for silicon. Promotion enters only as bookkeeping, since removing an s electron is equivalent to promoting it to p and then removing a p electron. Fluorine also loses a little 2s population as its 2s and 2p orbitals mix.

To count this I use intrinsic atomic orbitals: a minimal set of atomic orbitals, adjusted to span the occupied molecular orbitals and then orthogonalized. Other definitions give other populations. Let $\lambda_A$ now denote the loss from the free-atom value of two valence s electrons.

| Molecule | $\lambda$, centre | $\lambda$, each F | Charge of centre |
|---|---:|---:|---:|
| CF4 | 1.24 | 0.18 | +1.22 |
| SiF4 | 1.46 | 0.17 | +2.24 |

**Q:** With charges that large, surely counting s electrons is not enough?

**A:** Right, so let the relativistic shift of an atom depend on both valence populations, and expand it to first order:

$$\Delta(\delta E_A)\approx a_s\Delta n_s+a_p\Delta n_p.$$

By definition $\Delta n_s=-\lambda_A$. For atomic charge $q_A$, $\Delta n_s+\Delta n_p=-q_A$, so $\Delta n_p=\lambda_A-q_A$. Therefore

$$\Delta(\delta E_A)\approx(a_p-a_s)\lambda_A-a_pq_A\equiv\kappa_A\lambda_A-\pi_Aq_A.$$

Here $\kappa_A$ is the promotion surcharge and $\pi_A$ the change in the relativistic shift when a p electron is added. A rise in the molecule's shift lowers $D$:

$$\delta D\approx-\sum_A(\kappa_A\lambda_A-\pi_Aq_A).$$

I take $\kappa$ from free-atom promotions, and $\pi$ from the cation and neutral atom for C and Si, and from the neutral atom and anion for F.

| Atom | $\kappa$ (kcal/mol) | $\pi$ (kcal/mol) |
|---|---:|---:|
| C | 0.289 | 0.102 |
| Si | 1.165 | 0.258 |
| F | 2.009 | 0.313 |

**Q:** Why is $\pi$ positive, if a p electron is itself lowered by relativity?

**A:** At first order the shift is a sum over occupied orbitals, and the added p electron's own term is negative. A positive total means that the terms of the other electrons have risen by more. The physical reading is screening: the new electron lets the others spread, so they spend less time near the nucleus.

**Q:** Put in the numbers for SiF4.

**A:** The s-loss terms are

$$-1.165(1.457)-4(2.009)(0.173)\approx-1.70-1.39=-3.09\ \text{kcal/mol}.$$

The charge term simplifies because the charges sum to zero. With $Q$ the central charge, it is $Q(\pi_{\rm Si}-\pi_{\rm F})=2.241(0.258-0.313)\approx-0.12$ kcal/mol. The estimate is $-3.21$ kcal/mol. The charge term is a small difference and is not converged. The basis has no diffuse functions for the fluoride anion. With them $\pi_{\rm F}$ falls from 0.313 to about 0.28 while $\pi_{\rm Si}$ hardly moves, so the charge term becomes about $-0.06$ and the estimate about $-3.14$ kcal/mol. Taking $\pi_{\rm F}$ from the cation instead gives about 0.33 and a charge term of $-0.17$.

For CF4 the s-loss terms are $-0.36$ from carbon and $-1.47$ from the four fluorines, and the charge term is $-0.26$, giving $-2.08$ kcal/mol.

**Q:** And the direct calculations?

**A:** The Hartree-Fock atomization energies, in kcal/mol, are:

| Molecule | Nonrelativistic | Scalar | $\delta D$ |
|---|---:|---:|---:|
| CF4 | 310.19 | 309.09 | −1.10 |
| SiF4 | 418.26 | 416.02 | −2.24 |

In kJ/mol the changes are $-4.6$ and $-9.4$. These values use uncontracted cc-pVTZ s, p and d functions, without f functions, and the totals are far from converged. In uncontracted def2-TZVP, which has f functions, the nonrelativistic SiF4 value rises by about 10 kcal/mol to 428.4. The relativistic change is much steadier: its first-order value for SiF4 moves by about 0.03 kcal/mol, so only its last digit is uncertain. The estimate has the right sign but is too large, by a factor of 1.9 for CF4 and 1.4 for SiF4. It treats large population changes as linear and a bonded atom as a free one. It also relies on populations that depend on their definition, which matters most for the small fluorine loss. The calculation does not separate these sources of error.

**Q:** Then how firmly can you blame the s electrons?

**A:** There is a second line of evidence that does not use these populations. The first-order changes, from $\mathrm{Tr}(PW)$, are $-1.06$ and $-2.10$ kcal/mol, smaller in magnitude than the direct values by about 3.5% and 6% of those values. Divide each trace between s-type and other basis functions:

| Molecule | s functions (kcal/mol) | Others (kcal/mol) |
|---|---:|---:|
| CF4 | −1.26 | +0.20 |
| SiF4 | −2.58 | +0.48 |

The s part carries more than the whole reduction, and the rest opposes it. This division depends on the basis and on the way the trace is shared. For SiF4 in uncontracted def2-TZVP it gives about $-2.7$ and $+0.5$, or $-2.8$ and $+0.7$ with symmetrically orthogonalized functions, so the pattern holds but the digits do not. Its s part also includes changes in the shape of s orbitals as well as in their occupation. Together the two analyses support s loss as the leading cause, but they do not give its share precisely.

**Q:** Why is the effect twice as large in SiF4?

**A:** The estimate explains the direction but not the factor: its own ratio is $3.21/2.08\approx1.5$. In it, the four fluorines contribute nearly the same s-loss term in both molecules. The central term grows from $-0.36$ to $-1.70$ kcal/mol, mostly because $\kappa$ is four times larger for silicon; the loss $\lambda$ grows by less than a fifth. In CF4, by contrast, the estimate assigns most of the effect to fluorine, so carbon's s loss alone would be an incomplete explanation.

**Q:** When would the argument fail, and may I compare these energies with experiment?

**A:** If the s populations stay at their free-atom values, the leading term vanishes. What remains in the model is $\sum_A\pi_Aq_A$, whose sign depends on which atoms gain electrons. If an atom gains s population, its s term changes sign and favours binding. For heavy atoms, first order in $W$ and the neglect of spin-orbit coupling both become unsafe.

The atomization energies above are not predictions of experiment. They omit electron correlation, spin-orbit coupling, vibration and relativistic corrections to the electron repulsion. They use a finite basis and fixed bond lengths of 1.32 Å for CF4 and 1.56 Å for SiF4. The relativistic differences are better suited to explaining the trend than the total values are to predicting a measurement. The numerical output below gives the individual contributions.

## Calculated quantities

```
Inverse fine-structure constant c: 137.0360 a.u.
Hydrogenic 2s: MV -0.101563, Darwin 0.062500, sum -0.039063 Z^4/c^2 hartree
Hydrogenic 2p: MV -0.018229, Darwin 0.000000, sum -0.018229 Z^4/c^2 hartree
Hydrogenic 3s: MV -0.032407, Darwin 0.018519, sum -0.013889 Z^4/c^2 hartree
Hydrogenic 3p: MV -0.007716, Darwin 0.000000, sum -0.007716 Z^4/c^2 hartree
C atom: kappa 0.289, pi 0.102 kcal/mol
Si atom: kappa 1.165, pi 0.258 kcal/mol
F atom: kappa 2.009, pi 0.313 kcal/mol
Bare Si nucleus 2s shift: X2C -0.08034, formula -0.07991 hartree
Bare Si nucleus 2p shift: X2C -0.03730, formula -0.03729 hartree
Al 3s2 3p: E nonrel -241.879054, E scalar -242.315731, delta E -0.436677 hartree
Al 3s 3p2: E nonrel -241.790687, E scalar -242.226295, delta E -0.435608 hartree
Al promotion energy: nonrel 55.451, scalar 56.122 kcal/mol
Al kappa: 0.671 kcal/mol
Al mean of W in 3s (spin up): -0.847 kcal/mol
Al mean of W in 3p (spin up): -0.178 kcal/mol
CF4 bond length: 1.32 angstrom
CF4 D: nonrel 310.190, scalar 309.094 kcal/mol
CF4 delta D: -1.097 kcal/mol = -4.589 kJ/mol
CF4 first-order delta D: -1.059 kcal/mol
CF4 first-order parts: s functions -1.261, others 0.202 kcal/mol
CF4 s loss: C 1.236, each F 0.182 electrons
CF4 charge: C 1.224, each F -0.306 e
CF4 s-loss terms: C -0.358, four F -1.466 kcal/mol
CF4 charge term -0.259, full estimate -2.083 kcal/mol
SiF4 bond length: 1.56 angstrom
SiF4 D: nonrel 418.260, scalar 416.024 kcal/mol
SiF4 delta D: -2.236 kcal/mol = -9.357 kJ/mol
SiF4 first-order delta D: -2.101 kcal/mol
SiF4 first-order parts: s functions -2.580, others 0.479 kcal/mol
SiF4 s loss: Si 1.457, each F 0.173 electrons
SiF4 charge: Si 2.241, each F -0.560 e
SiF4 s-loss terms: Si -1.696, four F -1.388 kcal/mol
SiF4 charge term -0.124, full estimate -3.208 kcal/mol
```
